# Pulay forces from the variational residual, and when they vanish, part 1

(Sections cited here and not found follow in the second part.)

## First half: one electron, from one function to many

A geometry optimization needs the force on each nucleus. The cheapest candidate is the electrostatic force exerted on the nucleus by the computed electron density and by the other nuclei. Before using it, one must decide whether it is the slope of the energy being minimized. If the basis functions move with the nuclei, there may be a second contribution, the Pulay force. If it is not zero at the minimum of the energy, leaving it out makes the optimizer miss that minimum, however well the electronic equations have been converged.

The decision rests on one overlap, between the derivative of the basis functions and the residual $(H-E)\psi$. A single function in one dimension already shows both objects.

### One function that rides with a well

Atomic units are used in the algebra. Take a particle of unit mass in a harmonic well centred at $X$,

$$H=-\frac12\frac{d^2}{dx^2}+\frac12\omega^2(x-X)^2 .$$

Let the basis contain one normalized Gaussian whose centre is displaced from the well by a fixed distance $b$:

$$\varphi_0=\left(\frac{\omega}{\pi}\right)^{1/4}e^{-\omega y^2/2},\qquad y=x-X-b .$$

The displacement makes the basis deliberately poor. When $X$ changes, the well and the function move together, so the energy cannot change and the true force is zero.

In this Gaussian $\langle y\rangle=0$ and $\langle y^2\rangle=1/(2\omega)$. The kinetic energy is $\omega/4$. Since $x-X=y+b$, the potential energy is $\frac12\omega^2(\langle y^2\rangle+b^2)=\omega/4+\frac12\omega^2b^2$. Hence

$$E=\frac{\omega}{2}+\frac12\omega^2b^2,$$

which is indeed independent of $X$.

The Hellmann–Feynman force is minus the expectation value of the explicit derivative of $H$. Because $\partial H/\partial X=-\omega^2(x-X)$,

$$F_{\rm HF}=\omega^2\langle y+b\rangle=\omega^2b .$$

This is not zero. A calculation that relied on it would push a free system along for ever.

The missing part comes from the motion of the function. At fixed $x$, $\partial y/\partial X=-1$, so

$$\frac{\partial\varphi_0}{\partial X}=-\frac{d\varphi_0}{dy}=\omega y\,\varphi_0 .$$

For the residual, write the potential as $\frac12\omega^2y^2+\omega^2by+\frac12\omega^2b^2$. The kinetic term and the first potential term together give $\frac12\omega\varphi_0$. Subtracting $E\varphi_0$ removes both constants and leaves

$$(H-E)\varphi_0=\omega^2b\,y\,\varphi_0 .$$

The energy is $\langle\varphi_0|H|\varphi_0\rangle$, and the function appears in it twice. Its motion therefore changes the energy by $2\langle\partial_X\varphi_0|H\varphi_0\rangle$. Normalization gives $\langle\partial_X\varphi_0|\varphi_0\rangle=0$, so $H$ may be replaced by $H-E$. The force from this motion is

$$F_{\rm P}=-2\langle\omega y\varphi_0|\omega^2b\,y\varphi_0\rangle
=-2\omega^3b\,\frac1{2\omega}=-\omega^2b .$$

The sum $F_{\rm HF}+F_{\rm P}$ is zero, as it must be. In the limit $b\to0$ the function is the exact ground state, the residual vanishes, and so does each part separately.

### Adding the derivative to the basis

The function derivative is proportional to the normalized function $\varphi_1=\sqrt{2\omega}\,y\varphi_0$:

$$\frac{\partial\varphi_0}{\partial X}=\sqrt{\frac{\omega}{2}}\,\varphi_1 .$$

Add $\varphi_1$ to the basis. The matrix elements of $H$ are

$$H_{00}=\frac{\omega}{2}+\frac{\omega^2b^2}{2},\quad
H_{11}=\frac{3\omega}{2}+\frac{\omega^2b^2}{2},\quad
H_{01}=\frac{\omega^2b}{\sqrt{2\omega}} .$$

The off-diagonal element comes from $\omega^2by$, with $\langle\varphi_0|y|\varphi_1\rangle=1/\sqrt{2\omega}$. The lower eigenvalue is the mean of the diagonal elements minus $\sqrt{(\omega/2)^2+H_{01}^2}$. With $H_{01}^2=\omega^3b^2/2$ and the abbreviation $s=\sqrt{1+2\omega b^2}$, this is

$$E=\omega+\frac12\omega^2b^2-\frac{\omega}{2}s .$$

For the lower state $\psi=c_0\varphi_0+c_1\varphi_1$ of a two-level matrix, $2c_0c_1=-H_{01}/\sqrt{(\omega/2)^2+H_{01}^2}$. Therefore

$$\langle y\rangle=\frac{2c_0c_1}{\sqrt{2\omega}}=-\frac bs,
\qquad F_{\rm HF}=\omega^2b\left(1-\frac1s\right).$$

There are now two ways to move the basis.

First, let $\varphi_0$ ride with the well while $\varphi_1$ stays pinned in space. At the starting position, the derivative of the moving function is in the span. To first order its motion does not alter the space available to the wave function. The slope of the energy is then the slope with the whole basis held still. Moving the well by $+\delta$ with the basis still changes $b$ to $b-\delta$, so the force is

$$-\frac{dE}{dX}=\frac{dE}{db}=\omega^2b-\frac{\omega^2b}{s},$$

where $ds/db=2\omega b/s$ was used. This equals $F_{\rm HF}$, and the Pulay force is zero, although $\psi$ is not exact.

Second, let both functions ride. At the starting position the span, the energy, the wave function and $F_{\rm HF}$ are unchanged. The energy is nevertheless independent of $X$, so the total force is zero and $F_{\rm P}=-F_{\rm HF}$. The Pulay force thus depends on how the basis moves, in addition to the space it spans at the moment.

For small $b$, $1/s\simeq1-\omega b^2$, and the Hellmann–Feynman force is $\omega^3b^3$ to leading order. With one function it was $\omega^2b$. The added function lets the density shift towards the centre of the well.

### Any number of functions

Now let $H(X)$ be a Hermitian one-electron Hamiltonian, and let $\chi_\mu(\mathbf r;X)$, $\mu=1,\dots,N$, be linearly independent functions. They may depend on $X$ through their centres or through any other parameter. The trial state is

$$\psi=\sum_\mu c_\mu\chi_\mu,\qquad \langle\psi|\psi\rangle=1 .$$

Define $H_{\mu\nu}=\langle\chi_\mu|H|\chi_\nu\rangle$ and $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$. The variational energy is the quotient

$$E=\frac{\sum_{\mu\nu}c_\mu^*H_{\mu\nu}c_\nu}{\sum_{\mu\nu}c_\mu^*S_{\mu\nu}c_\nu}.$$

At a normalized state, a change $\delta c_\mu$ at fixed $X$ changes it by

$$\delta E=2\,{\rm Re}\sum_\mu\delta c_\mu^*\sum_\nu(H_{\mu\nu}-ES_{\mu\nu})c_\nu .$$

A stationary energy requires this to vanish for every $\delta c_\mu$. Replacing $\delta c_\mu$ by $i\,\delta c_\mu$ tests the imaginary part as well, so

$$\sum_\nu(H_{\mu\nu}-ES_{\mu\nu})c_\nu=0\quad\text{for all }\mu .$$

Define the residual $\rho=(H-E)\psi$. The same equations then read

$$\langle\chi_\mu|\rho\rangle=0\quad\text{for all }\mu. \tag{1}$$

The residual need not be zero. It is orthogonal to everything in the basis.

Next, let $X$ vary, and let a dot denote $d/dX$. I assume that the level is nondegenerate and the functions are smooth in $X$, so that $E$ and $c_\mu$ can be differentiated. I also assume that $H\psi$ is square integrable and that $\dot\chi_\mu$ has finite kinetic energy. The product rule gives

$$\dot E=\langle\psi|\partial_XH|\psi\rangle+\langle\dot\psi|H\psi\rangle+\langle H\psi|\dot\psi\rangle .$$

Hermiticity was used to move $H$ in the last term. The last two terms are complex conjugates, so they add to $2\,{\rm Re}\langle\dot\psi|H\psi\rangle$. Differentiating the normalization gives $2\,{\rm Re}\langle\dot\psi|\psi\rangle=0$. Multiplying this by the real number $E$ and subtracting,

$$\dot E=\langle\psi|\partial_XH|\psi\rangle+2\,{\rm Re}\langle\dot\psi|\rho\rangle .$$

The wave function changes for two reasons:

$$\dot\psi=g+\sum_\mu\dot c_\mu\chi_\mu,\qquad g=\sum_\mu c_\mu\dot\chi_\mu .$$

The coefficient response contributes $2\,{\rm Re}\sum_\mu\dot c_\mu^*\langle\chi_\mu|\rho\rangle$, which is zero by (1). It never has to be calculated. The force $-\dot E$ is therefore $F_{\rm HF}+F_{\rm P}$, with

$$F_{\rm HF}=-\langle\psi|\partial_XH|\psi\rangle, \tag{2}$$

$$F_{\rm P}=-2\,{\rm Re}\sum_\mu c_\mu^*\langle\dot\chi_\mu|(H-E)\psi\rangle. \tag{3}$$

Nuclear repulsion, which does not involve the electron, adds its own force to (2).

The split has a direct meaning. If the nucleus is held still and the basis alone is moved, $\partial_XH$ is absent and $F_{\rm P}$ is minus the energy slope. If the basis is held still and the nucleus alone is moved, $g=0$ and $F_{\rm HF}$ is minus the energy slope.

### Why closure removes the Pulay force

Suppose that, at the geometry considered, every derivative is a combination of basis functions:

$$\dot\chi_\mu=\sum_\nu\chi_\nu D_{\nu\mu} .$$

Insert this in (3) and use (1):

$$\langle\dot\chi_\mu|\rho\rangle=\sum_\nu D_{\nu\mu}^*\langle\chi_\nu|\rho\rangle=0 .$$

Every term of (3) is zero, so $F_{\rm P}=0$. A basis that contains the derivatives of its own functions, called closed below, therefore has no Pulay force. The residual itself was not assumed to vanish.

A projector shows what happens without closure. The orthogonal projector on the span is

$$P=\sum_{\mu\nu}|\chi_\mu\rangle(S^{-1})_{\mu\nu}\langle\chi_\nu|,\qquad Q=1-P .$$

Equation (1) says $P\rho=0$. Splitting $g=Pg+Qg$ then gives

$$F_{\rm P}=-2\,{\rm Re}\langle Qg|\rho\rangle,\qquad |F_{\rm P}|\le2\|Qg\|\,\|\rho\|. \tag{4}$$

The second relation is the Cauchy–Schwarz inequality. Two quantities must be nonzero for a Pulay force: a part of the derivative outside the span, and a residual. They must also overlap.

Closure is therefore sufficient but not necessary. It is enough that the single combination $g$ lies in the span. Even that can fail without harm. For a lone atom described by one s function on its nucleus, $g$ is a p function outside the span, while the residual is spherical. Their overlap vanishes by symmetry.

Equation (4) can be tested on the harmonic well with both functions riding. The Hermite functions obey $d\varphi_1/dy=\sqrt{\omega/2}\,\varphi_0-\sqrt\omega\,\varphi_2$, so the part of $g=-d\psi/dy$ outside the span is $Qg=c_1\sqrt\omega\,\varphi_2$. The residual has the $\varphi_2$ component $\omega^2b\,c_1\langle\varphi_2|y|\varphi_1\rangle=\omega^2b\,c_1/\sqrt\omega$. Hence

$$F_{\rm P}=-2c_1^2\omega^2b .$$

For the lower state $c_1^2=\frac12(1-1/s)$, which gives $F_{\rm P}=-\omega^2b(1-1/s)$. This cancels the Hellmann–Feynman force found above.

## Second half: Gaussians, a molecule and Hartree–Fock

The symbols carried over are these. The basis functions are $\chi_\mu$, the normalized variational state is $\psi=\sum_\mu c_\mu\chi_\mu$ with energy $E$, and $X$ is a nuclear coordinate. A dot means $d/dX$. The residual $\rho=(H-E)\psi$ is orthogonal to every $\chi_\mu$. The combination $g=\sum_\mu c_\mu\dot\chi_\mu$ is the change of $\psi$ at fixed coefficients, and $Qg$ is its part outside the span. The force is $F_{\rm HF}+F_{\rm P}$, where $F_{\rm HF}=-\langle\psi|\partial_XH|\psi\rangle$ plus nuclear repulsion, and $F_{\rm P}=-2\,{\rm Re}\langle Qg|\rho\rangle$.

### What the derivative of a Gaussian requires

Take a normalized s Gaussian $N_se^{-a|\mathbf r-X\hat{\mathbf z}|^2}$ whose centre moves along $z$. Its derivative is

$$\dot\chi_s=2a(z-X)N_se^{-a|\mathbf r-X\hat{\mathbf z}|^2} .$$

This has the shape of a $p_z$ Gaussian $N_p(z-X)e^{-a|\mathbf r-X\hat{\mathbf z}|^2}$ with the same exponent. In the density of the s function, $\langle(z-X)^2\rangle=1/(4a)$, so normalization requires $N_p=2\sqrt a\,N_s$. Therefore

$$\dot\chi_s=\sqrt a\,\chi_{p_z} .$$

A p function of equal exponent closes the derivative of the s function. If the p function also moves, its own derivative is needed:

$$\dot\chi_{p_z}=N_p\left[-1+2a(z-X)^2\right]e^{-a|\mathbf r-X\hat{\mathbf z}|^2} .$$

The first term is an s function already present. The second contains a quadratic polynomial times the Gaussian, which s and p functions do not supply. The six Cartesian d functions of the same exponent contain it, but their own derivatives bring cubic polynomials, so the difficulty moves up one degree. The five pure d functions do not even close the p derivative: with $z$ and $r$ measured from the centre, $z^2=(z^2-r^2/3)+r^2/3$, and the spherical part $r^2e^{-ar^2}$ is still missing.

Pinning the p functions in space ends this chain at one geometry, because a pinned function has zero derivative. Closure cannot persist over an interval of $X$ if the finite basis contains a nonzero square-integrable function that translates rigidly. To see this, collect the basis functions in a row $B(X)$. Closure means $\dot B=BD$ with a matrix $D(X)$. Solve $\dot U=-DU$ with $U=1$ at the starting point. Then

$$\frac{d}{dX}(BU)=BDU-BDU=0 .$$

The row $BU$ is constant and $U$ is invertible, so the span would not change with $X$. All translates of the moving function in the interval would have to lie in one space of dimension $N$.

That is impossible. Suppose a combination of $N+1$ distinct translates, with coefficients $a_j$ not all zero, vanished. Its Fourier transform would be the transform of the function multiplied by $\sum_ja_je^{-ik_zX_j}$. This sum is a nonzero analytic function of $k_z$, so its zeros are isolated. The transform of the function would then vanish almost everywhere, contrary to the assumption that the function is nonzero.

A basis that does not move at all escapes the argument. Plane waves in a fixed cell are such a basis: $\dot\chi_\mu=0$, and there is no Pulay force on the nuclei at any cutoff. This assumes an overlap that does not depend on the nuclear positions. Ultrasoft pseudopotentials and the projector augmented-wave method add atom-centred terms to the overlap, and these contribute to the force.

The Pulay force vanishes when the derivatives of the basis functions lie in the span of the basis, but a finite basis containing a function that moves rigidly with a nucleus cannot keep this property over an interval of positions. It remains to test the result on a molecule, to ask whether a vanishing Pulay force makes the force accurate, and to extend the rule to Hartree–Fock and geometry optimization.
